How nuclear size shifts the Dirac s1/2 and p1/2 levels

**Question.** A point nucleus is replaced by a small charged sphere of radius R. How far do the s1/2 and p1/2 levels of a one-electron atom move, with what power of R, and how good is first-order perturbation theory for Z = 1, 50 and 82?

**Answer.** The nucleus is taken as static and infinitely heavy. Recoil, nuclear polarization and quantum-electrodynamic corrections are left out, so the numbers below are results of this model and not predicted spectral lines.

**The power of R**

In atomic units let c = 1/α, z = Zα < 1 and γ = √(1 − z²). The energy E excludes the rest energy c². With G and F equal to r times the large and small radial components, the Dirac equation is

G′ = −κG/r + (E − V + 2c²)F/c
F′ = κF/r − (E − V)G/c,

where κ = −1 for s1/2 and κ = +1 for p1/2. Close to a point charge V = −Z/r outweighs E and 2c². Inserting G = A rˢ, F = B rˢ gives

(s + κ)A = zB, (s − κ)B = −zA.

Multiplying the two gives s² = κ² − z² = γ². The regular solution r^γ has F/G = b, and the irregular one r^(−γ) has F/G = b′:

b = (κ + γ)/z, b′ = (κ − γ)/z, bb′ = 1.

For the charges used here γ > 1/2, so the irregular solution is not normalizable and a point nucleus excludes it. The radial density G² + F² therefore starts as D r^(2γ), for s1/2 and p1/2 alike.

For a uniformly charged sphere the potential changes inside R by

δV = Z/r − (Z/2R)(3 − r²/R²).

To first order the shift is the mean value of δV in the point-nucleus state:

ΔE₁ = ∫₀ᴿ D r^(2γ) δV dr = Z S D R^(2γ).

Writing a = 2γ, the three terms of δV give

S = 1/a − 3/[2(a+1)] + 1/[2(a+3)]
= [2(a+1)(a+3) − 3a(a+3) + a(a+1)]/[2a(a+1)(a+3)]
= 3/[a(a+1)(a+3)],

because the numerator in the middle line reduces to 6.

**The density at the nucleus**

The coefficient D needs the normalized point-nucleus functions. Let ε = 1 + E/c², s± = √(1 ± ε), N = z/(s₊s₋) and x = 2Zr/N. Set

G = s₊(P + Q), F = −s₋(P − Q).

Divide the first radial equation by s₊ and the second by −s₋. With c s₊s₋ = Z/N they become

(P+Q)′ = −κ(P+Q)/r − [Z/N + z s₋/(s₊r)](P−Q)
(P−Q)′ = κ(P−Q)/r − [Z/N − z s₊/(s₋r)](P+Q).

Take half the sum and half the difference, using s₊/s₋ ± s₋/s₊ = 2/(s₊s₋) for the upper sign and 2ε/(s₊s₋) for the lower:

P′ = −(Z/N)P + NεP/r + (N−κ)Q/r
Q′ = (Z/N)Q − NεQ/r − (N+κ)P/r.

Now put P = x^γ e^(−x/2) p, Q = x^γ e^(−x/2) q and ν = Nε − γ. With derivatives taken in x,

xp′ = νp + (N−κ)q
xq′ = (x − ν − 2γ)q − (N+κ)p.

For 1s, p = 1 and q = 0 solve both equations with ν = 0, κ = −1, N = 1. For n = 2, try p = 1 + p₁x with constant q. The first equation gives ν = 1 and q = −1/(N−κ). The second gives q = (N+κ)p₁ and (1+2γ)q = −(N+κ), hence p₁ = −1/(2γ+1). The two values of q agree if N² − 1 = 2γ + 1, that is N² = 2γ + 2. This also satisfies the definition of N, since N²(1−ε²) = N² − (1+γ)² = z².

The density is

G² + F² = x^(2γ) e^(−x) [2p² + 2q² + 4εpq].

For 1s, dr = (N/2Z)dx makes its integral (N/2Z)·2Γ(2γ+1). For n = 2 let β = 2γ + 1. With weight x^(2γ)e^(−x), the integrals of 1, x and x² are Γ(β), βΓ(β) and β(β+1)Γ(β). Thus the integral of p vanishes, that of p² is Γ(β)/β, and the norm is

(N/2Z)·2Γ(β)[1/β + 1/(N−κ)²].

In both cases the normalized density near the nucleus is (2Z/N) C x^(2γ). For 1s, C = 1/Γ(2γ+1). For n = 2,

C = β[(N−κ)² + 1 − 2ε(N−κ)] / {Γ(β)[(N−κ)² + β]}.

Since 2ε = 2(1+γ)/N = N, the numerator bracket is 1 − κ(N−κ) = 2 − κN. Since β + 1 = N², the denominator bracket is 2N(N−κ). Hence

C = (2γ+1)(2 − κN)/[2N(N−κ)Γ(2γ+1)].

Restoring a0, the first-order shift in hartree is

ΔE₁ = (2Z²/N) C S [2ZR/(N a0)]^(2γ).

For z → 0 this becomes 2Z⁴R²/5 for 1s and Z⁴R²/20 for 2s, in atomic units. The ratio of 2p1/2 to 2s is

(2−N)(N+1)/[(2+N)(N−1)] → 3z²/16,

because N ≈ 2 − z²/4. The p1/2 shift is small at low Z because it comes from the small component, which has s-like angular form.

The p1/2 law also needs R ≪ 1/c. With F ≈ Br, the mass term 2cF produces a part G ≈ 2cBr²/3. Its square grows as r⁴ and contributes to the shift as R⁴. At low Z, S with a = 4 is 3/140 and S with a = 2 is 1/10, so this part stands to the leading one as (4/9)(30/140)(cR)² ≈ 0.095(cR)². That is about 10% at cR = 1 and equality near cR ≈ 3.2. For the radii used below cR < 0.02 and this R⁴ term is at most a few parts in 10⁵ of the shift. The same part of G also crosses with the leading one and feeds back into F, which gives a larger correction, linear in ZR. At Z = 82 the full point-nucleus density lowers the first-order 2p1/2 shift from 1.266 to 1.263 eV, by about 0.3%.

**The coefficient beyond first order**

First-order theory gives the power of R but not the full coefficient. To find the latter, let G₀, F₀ be the point-nucleus solution at energy E₀ and G, F the finite-nucleus solution at E. Outside R both have the same potential. In the derivative of FG₀ − GF₀ the κ and V terms cancel, leaving

(FG₀ − GF₀)′ = −(E − E₀)(GG₀ + FF₀)/c.

Integration from R to infinity, where the functions vanish, gives

ΔE = c(FG₀ − GF₀)_R / ∫_R^∞ (GG₀ + FF₀)dr.

Just outside a small nucleus, write

G₀ = AR^γ, F₀ = bAR^γ
G = AR^γ + u, F = bAR^γ + b′u,

where u is the admixed irregular solution. Let ρ = F/G at R, as fixed by the interior. Then

u = −AR^γ(ρ − b)/(ρ − b′)
FG₀ − GF₀ = (b′ − b)AR^γ u = (2γ/z)A²R^(2γ)(ρ − b)/(ρ − b′).

As R → 0 the integral tends to 1. Dividing by ΔE₁ = Z S A²(1+b²)R^(2γ) and using c/Z = 1/z gives

ΔE → K ΔE₁, K = 2γ(ρ − b)/[z²S(1+b²)(ρ − b′)].

For ρ, let y = r/R and v = (3 − y²)/2. At fixed z the energy and mass terms inside vanish as R → 0, leaving

dG/dy = −κG/y + zvF, dF/dy = κF/y − zvG.

These equations contain no R, so ρ does not either. Another charge profile of fixed shape changes v, and hence S and K, but not the exponent. Power series G = Σg_k yᵏ and F = Σf_k yᵏ give

(k+κ)g_k = z(3f_(k−1) − f_(k−3))/2
(k−κ)f_k = −z(3g_(k−1) − g_(k−3))/2,

started with g₁ = 1 for s1/2 or f₁ = 1 for p1/2; then ρ = Σf_k/Σg_k. For small z and κ = −1, f₂ = −z/2 and f₄ = z/10, so ρ ≈ −2z/5. With b ≈ −z/2 and b′ ≈ −2/z this gives K → 1, as it should.

The replacement G → F, F → −G, κ → −κ leaves the interior equations unchanged. It turns ρ, b and b′ into −1/ρ, −1/b and −1/b′. The fraction (ρ−b)/[(1+b²)(ρ−b′)] is then multiplied by bb′ = 1. So s1/2 and p1/2 share the same K, which is also independent of n.

Why does K not approach 1 as R shrinks? Multiply δV by a strength s. The interior equations remain free of R, so the leading shift is R^(2γ) times a function of s. First-order theory keeps its linear term; the higher terms carry the same power of R. A numerical test at s = 10⁻⁶ recovers the first-order result, so the discrepancy at s = 1 comes from those higher terms.

**Numbers for three charges**

The chosen radii are 1, 6 and 7 × 10⁻⁵ Å for Z = 1, 50 and 82. The numerical level is found by joining the interior series, now with energy and mass terms kept, to the decaying exterior solution in 60-digit arithmetic.

Take 1s at Z = 82. Here 2γ = 1.60242, 2ZR/a0 = 0.0216941, S = 0.156308 and Γ(2γ+1) = 1.43223. Thus

ΔE₁ = 2 × 82² × 0.156308/1.43223 × 0.0216941^1.60242
= 3.168 hartree = 86.20 eV.

For K, b = −0.3322, b′ = −3.0101 and ρ = −0.2490, so

K = 1.6024 × 0.0832/(0.35806 × 0.15631 × 1.1104 × 2.7611) = 0.777.

The matched estimate is 66.98 eV. The numerical shift is 65.78 eV, or 2.417 hartree.

Shifts in eV:

Z = 1
1s: first order 3.8895 × 10⁻⁹, numerical 3.8893 × 10⁻⁹
2p1/2: first order 4.8547 × 10⁻¹⁵, numerical 4.8546 × 10⁻¹⁵

Z = 50
1s: first order 2.124, numerical 1.955
2p1/2: first order 0.00806, numerical 0.00745

Z = 82
1s: first order 86.20, numerical 65.78
2p1/2: first order 1.266, numerical 0.978

Relative to the numerical 1s shift, first order is too large by 0.005%, 8.7% and 31%. For 2p1/2 at Z = 82 the excess is 29%. Using the full point-nucleus density inside the sphere, instead of its leading power, lowers the 1s estimate at Z = 82 only to 85.52 eV. Most of the error is therefore the factor K.

For Z = 1, 2γ = 1.999947, and the R² law is within 0.1% of the numerical shifts. At Z = 82 the low-Z R² formulas give 8.61 eV for 1s and 0.072 eV for 2p1/2, too small by factors of about 7.6 and 13.5. Doubling a small radius there multiplies the shift by 2^1.602 ≈ 3.04, not by 4.

At the chosen radius the local exponent for 1s at Z = 82 is 1.584, which is 0.018 below 2γ. The matched estimate is too high by 1.8%. Both fit a correction factor 1 − kR with kR ≈ 0.018, since that factor lowers the logarithmic slope by about kR. At radii a million times smaller the computed exponents agree with 2γ to within 10⁻⁶. The numerical 2s shifts are 4.862 × 10⁻¹⁰, 0.275 and 11.42 eV for Z = 1, 50 and 82. Direct step-by-step integration of the radial equations for Z = 82 gives 65.783 eV for 1s and 0.9782 eV for 2p1/2, the same as the joined solutions.

Table of computed values

```
Hartree energy = 27.211386 eV
Bohr radius = 0.52917721 angstrom
1/alpha = 137.035999
Z=1: R=1.0e-05 angstrom, Z alpha=0.007297
  2 gamma=1.99994675, 2ZR/a0=3.779452e-05
  S=0.100006, Gamma(2gamma+1)=1.999902, N(n=2)=1.999987
  rho(s)=-0.002919, rho(p)=342.588060, K=0.999973
  1s1/2: E_point=-13.605874 eV, numerical shift=3.889260e-09 eV
    first order: closed=3.889459e-09, full density=3.889397e-09 eV
    matched=3.889353e-09, R^2 law=3.886945e-09 eV
    closed/numerical=1.000051, local exponent=1.999923
    numerical shift=1.429277e-10 hartree
  2s1/2: E_point=-3.401480 eV, numerical shift=4.861803e-10 eV
    first order: closed=4.862051e-10, full density=4.861975e-10 eV
    matched=4.861920e-10, R^2 law=4.858681e-10 eV
    closed/numerical=1.000051, local exponent=1.999923
  2p1/2: E_point=-3.401480 eV, numerical shift=4.854551e-15 eV
    first order: closed=4.854718e-15, full density=4.854695e-15 eV
    matched=4.854586e-15, R^2 law=4.851213e-15 eV
    closed/numerical=1.000034, local exponent=1.999940
  small-R shift ratio 2p1/2 to 2s1/2 = 9.984917e-06
Z=50: R=6.0e-05 angstrom, Z alpha=0.364868
  2 gamma=1.86211881, 2ZR/a0=1.133836e-02
  S=0.115771, Gamma(2gamma+1)=1.767800, N(n=2)=1.965227
  rho(s)=-0.148055, rho(p)=6.754267, K=0.927268
  1s1/2: E_point=-35228.572188 eV, numerical shift=1.954567e+00 eV
    first order: closed=2.124366e+00, full density=2.114761e+00 eV
    matched=1.969857e+00, R^2 law=8.745626e-01 eV
    closed/numerical=1.086873, local exponent=1.854244
    numerical shift=7.182900e-02 hartree
  2s1/2: E_point=-8884.376220 eV, numerical shift=2.751731e-01 eV
    first order: closed=2.991589e-01, full density=2.977572e-01 eV
    matched=2.774005e-01, R^2 law=1.093203e-01 eV
    closed/numerical=1.087166, local exponent=1.853981
  2p1/2: E_point=-8884.376220 eV, numerical shift=7.453978e-03 eV
    first order: closed=8.059334e-03, full density=8.047195e-03 eV
    matched=7.473163e-03, R^2 law=2.728807e-03 eV
    closed/numerical=1.081213, local exponent=1.859568
  small-R shift ratio 2p1/2 to 2s1/2 = 2.693997e-02
Z=82: R=7.0e-05 angstrom, Z alpha=0.598383
  2 gamma=1.60242053, 2ZR/a0=2.169406e-02
  S=0.156308, Gamma(2gamma+1)=1.432228, N(n=2)=1.898004
  rho(s)=-0.248998, rho(p)=4.016100, K=0.777105
  1s1/2: E_point=-101581.344734 eV, numerical shift=6.578297e+01 eV
    first order: closed=8.619766e+01, full density=8.551788e+01 eV
    matched=6.698466e+01, R^2 law=8.611125e+00 eV
    closed/numerical=1.310334, local exponent=1.584180
    numerical shift=2.417480e+00 hartree
  2s1/2: E_point=-26059.833561 eV, numerical shift=1.142277e+01 eV
    first order: closed=1.499832e+01, full density=1.486658e+01 eV
    matched=1.165528e+01, R^2 law=1.076391e+00 eV
    closed/numerical=1.313020, local exponent=1.582135
  2p1/2: E_point=-26059.833561 eV, numerical shift=9.781965e-01 eV
    first order: closed=1.266492e+00, full density=1.263066e+00 eV
    matched=9.841979e-01, R^2 law=7.226525e-02 eV
    closed/numerical=1.294722, local exponent=1.596316
  small-R shift ratio 2p1/2 to 2s1/2 = 8.444227e-02
Surface charge, Z=82 1s: small-R exponent=1.60242045
Shooting check, Z=82 1s1/2: shift=65.782969 eV
Shooting check, Z=82 2p1/2: shift=0.978197 eV
Largest small-R exponent error = 7.7e-08
Largest relative error of K at small R = 2.0e-08
Largest weak-change relative error = 3.9e-07
```
